Picture change: why J and parity escape it in atoms

A two-component relativistic calculation on an atom has given its orbitals, and an angular-momentum expectation value is wanted. Should the operator first be carried through the transformation that removed the small components, or may the familiar two-component operator be used as it stands? For the total angular momentum J and for parity the familiar operator suffices, provided the transformation is chosen suitably and the potential it is built from is spherical. For the spin S or the orbital angular momentum L alone it does not: for a 1s electron bound to a point nucleus with Z = 80, the untransformed S_z gives 0.5000 ħ where the Dirac state has 0.4373 ħ. This is an extreme case; for the valence orbitals of a neutral atom the difference is far smaller.

**What is being compared**

Consider one electron in an external or mean-field potential V, with the Dirac Hamiltonian

H = c α·p + βmc² + V.

The rest energy is included, and zero energy is assumed to lie in the gap between the electronic states and the negative-energy states. Angular momenta are given in units of ħ, so S = Σ/2.

A decoupling unitary U makes UHU† block-diagonal. Its upper block acts on two-component states φ. The Dirac state belonging to a normalized φ is ψ = U†(φ,0), and therefore

⟨ψ|A|ψ⟩ = ⟨φ|[UAU†]₊₊|φ⟩,

where ++ denotes the upper block. Using A₊₊ instead leaves out the picture change

Δ(A) = [UAU†]₊₊ − A₊₊.

If U commutes with A, then UAU† = AUU† = A and Δ(A) = 0. This settles the general statement. What remains is to find out whether U commutes with J, and that depends on which U is used: block-diagonality of UHU† survives any further unitary acting inside the upper block. The canonical choice below is built from H and β alone.

**First derivation: the sign of the Hamiltonian**

Let Λ be the sign of H: +1 on electronic states and −1 on negative-energy states. Then Λ† = Λ and Λ² = 1, as for β. Define

M = βΛ, N = (2 + M + M†)^(−1/2), U = (1 + M)N.

The inverse root exists in a finite basis if M has no eigenvalue −1; for operators, 2 + M + M† must have a positive lower bound. M is unitary and N, a function of M and M†, commutes with both. Hence

UU† = (1 + M)(1 + M†)N² = (2 + M + M†)N² = 1,

U² = (1 + M)²N² = M(M† + 2 + M)N² = M.

The second line used MM† = 1. To see that U decouples H, note that

ΛMΛ = ΛβΛΛ = Λβ = M†.

Thus Λ exchanges M and M†, and it commutes with N, which is symmetric in them. It follows that

ΛU† = Λ(1 + M†)N = (1 + M)ΛN = UΛ,

UΛU† = U(UΛ) = MΛ = βΛ² = β.

Since H commutes with Λ, UHU† commutes with UΛU† = β. An operator that commutes with β has no block connecting upper and lower components, so H is decoupled.

Now let A commute with H and β. It commutes with Λ, a function of H, then with M and M†, then with N, and finally with U. Its picture change is zero.

Now take V to depend on r alone, as it does for a bare nucleus or a spherically averaged local mean field. Hartree–Fock exchange is nonlocal and does not have this form, but for a closed-shell atom the Dirac–Fock operator still commutes with J and with the Dirac parity, so the general statement above covers it too. An open-shell mean field that is not averaged, or an applied field, need not have this symmetry. From [L_z,p_x] = ip_y and [L_z,p_y] = −ip_x,

[L_z, α·p] = i(α_x p_y − α_y p_x) = i(α×p)_z.

From [S_z,α_x] = iα_y and [S_z,α_y] = −iα_x,

[S_z, α·p] = i(α_y p_x − α_x p_y) = −i(α×p)_z.

The two contributions cancel in J = L + S. The other components follow by cyclic relabelling. Both L and S commute with β and V(r), so J commutes with H and β, and so does J².

For parity, let P invert space. It reverses p, which alone would change the sign of α·p. Since βαβ = −α, the Dirac parity Π = βP restores that sign:

Π(α·p)Π = α·p.

Π also commutes with β and V(r). Therefore J and Π have no picture change. Their upper blocks are the usual l + σ/2 and P.

**Second derivation: the ratio of lower to upper components**

The same result can be reached without the sign function. Suppose each electronic state is fixed by its upper component, so that every vector of the electronic subspace has the form (f, Xf), with one linear map X for all of them. Its squared norm is ⟨f|(1 + X†X)|f⟩. With

R = (1 + X†X)^(−1/2), f = Rφ,

the vector ψ = (Rφ, XRφ) has the same norm as φ. The upper row of the corresponding U is (R, RX†).

This is the same choice as before. To check it, put R' = (1 + XX†)^(−1/2). The projector onto the electronic subspace has the blocks R², R²X†, XR² and XR²X†, and Λ is twice this projector minus 1. The relations XR² = R'²X and 1 − XR²X† = R'² then give

1 + M = 2 [ R², R²X† ; −R'²X, R'² ],

where the semicolon separates the rows. Adding the adjoint cancels the off-diagonal blocks, because R²X† = X†R'²:

2 + M + M† = 4 diag(R², R'²).

So N = ½ diag(R⁻¹, R'⁻¹). Since N commutes with 1 + M, it may be placed on the left, which gives the upper row of U as R⁻¹(R², R²X†) = (R, RX†).

Let A = diag(a,b) be Hermitian and let it map the electronic subspace into itself. Acting on (f,Xf), it gives (af,bXf). This vector must again have a lower component equal to X times its upper component, so

bX = Xa, and by taking the adjoint, X†b = aX†.

Two consequences follow. First, X†bX = X†Xa. Secondly, X†bX = aX†X. Thus a commutes with X†X and with R, and

[UAU†]₊₊ = R(a + X†bX)R
= R(1 + X†X)aR
= R R⁻² R a = a.

For J both blocks are j = l + σ/2, and the condition reads jX = Xj. For Π the blocks are P and −P, and it reads −PX = XP. In words, X preserves the total angular momentum and reverses the spatial parity. The lower component therefore has the same j and m_j as the upper one but the other possible l. This is why J survives while L and S are redistributed.

**The change of L and S**

Failure to commute with U does not by itself prove that an upper block changes, so the change must be calculated. The lower row of the Dirac equation gives

lower component = (E + mc² − V)⁻¹ c σ·p f.

When E − mc² and V are small compared with 2mc², this gives X ≈ σ·p/(2mc). As (σ·p)² = p², R ≈ 1 − p²/(8m²c²). For S both blocks are σ/2, and

R(σ/2)R ≈ σ/2 − p²σ/(8m²c²),

X†(σ/2)X ≈ (σ·p)σ(σ·p)/(8m²c²).

The relation σ_k(σ·p) = 2p_k − (σ·p)σ_k turns the second expression into [2p(σ·p) − p²σ]/(8m²c²). Adding both and subtracting σ/2,

Δ(S) = [p(σ·p) − p²σ]/(4m²c²) + O(c⁻⁴).

Picture change is linear in the operator and Δ(J) = 0, so Δ(L) = −Δ(S) without any expansion.

For an atomic eigenstate the expectation value can be found without expanding in 1/c. Let w be the norm squared of the lower component. Within states of fixed l and j, the Wigner–Eckart theorem makes S proportional to J. Taking the scalar product with J fixes the factor:

⟨S_z⟩ = m_j [j(j+1) + ¾ − l(l+1)]/[2j(j+1)].

For l = j − ½ the bracket is j + 1 and ⟨S_z⟩ = m_j/(2j). For l = j + ½ it is −j and ⟨S_z⟩ = −m_j/(2j+2). The Dirac state takes one value with weight 1 − w and the other with weight w, whereas φ has the l of the upper component alone. The difference is

⟨Δ(S_z)⟩ = ∓ w m_j(2j+1)/[2j(j+1)],

with the upper sign for an upper component with j = l + ½. For s½ and m_j = ½ it is −2w/3.

The leading formula agrees. In an s state with spin up the average of p_i p_j is δ_ij⟨p²⟩/3, so ⟨Δ(S_z)⟩ ≈ (⅓ − 1)⟨p²⟩/(4m²c²). Since w ≈ ⟨p²⟩/(4m²c²), this is −2w/3. The estimate of w holds only when relativistic effects are small: for the 1s ion with Z = 80 treated below, w = 0.094, while ⟨p²⟩/(4m²c²) is 0.085 in the nonrelativistic state and about 0.2 in φ. The change vanishes as w goes to zero in the nonrelativistic limit.

**A spherical well**

The numerical output includes a Gaussian well V = −0.8 exp(−r²/16) in units ħ = m = c = 1. The basis consists of complete Cartesian oscillator shells, up to shell 6 for the upper component and one shell more for the lower, and no coupled angular functions are put in. The commutators of U with J_x, J_z, J² and Π, and the corresponding picture changes, all have norms below 10⁻⁹. The changes of L_z and S_z each have norm 0.243. This norm depends on the largest momenta the basis can represent. The values of w and of the spin given below also belong to this small basis and are not converged values for the well (the converged w are 0.0817, 0.1047 and 0.0875 for the s½, p3/2 and p½ states, lower by 0.0005, 0.006 and 0.005); what they test is the relations between them, which hold in the basis as well.

For the lowest s½ state with m_j = ½, w = 0.0822, so the spin should fall by 2w/3 = 0.0548. The bare value 0.5000 indeed becomes 0.4452, and L_z rises from zero to 0.0548. For the lowest p3/2 state with m_j = 3/2, the factor is 1.5 × 4/(2 × 1.5 × 2.5) = 0.8. With w = 0.1110 the spin falls by 0.0888, from 0.5000 to 0.4112. In the lowest p½ state with m_j = ½ the sign is reversed: w = 0.0926 raises S_z by 0.0617, from −0.1667 to −0.1050 within rounding.

The s½ state also shows why β belongs in the parity. Its upper component is even and its lower component odd, so the bare P, transformed without β, has the expectation value (1 − w) − w = 0.836, while Π gives 1. Likewise L² is not zero but 2w = 0.164, because the lower component has l = 1.

To test the leading formula for Δ(S_z), c was raised in the same well and the same basis, with m = 1. In this basis the error of the formula is 0.6% of the norm of the change at c = 20 and 0.15% at c = 40; like the norm itself, these percentages depend on the largest momenta represented. The absolute error falls by a factor of 15.9 when c doubles, close to the 2⁴ = 16 expected from a next term of order c⁻⁴.

**The 1s electron of a one-electron ion**

For a point nucleus w can be found in closed form. Use atomic units, write χ for the spin-up spinor and r̂ for the radial unit vector, and try

upper component = f(r)χ, lower component = i g(r)(σ·r̂)χ.

With p = −i∇ one has σ·p fχ = −if'(σ·r̂)χ. Because g r̂ has zero curl and divergence g' + 2g/r, σ·p acting on the lower component gives (g' + 2g/r)χ. The Dirac equation becomes

−c f' = (E + c² + Z/r)g,

c(g' + 2g/r) = (E − c² + Z/r)f.

Put ζ = Z/c, which is Z times the fine-structure constant, f = r^(γ−1)e^(−Zr) and g = qf. The 1/r terms require

1 − γ = qζ, q(1 + γ) = ζ,

hence γ = √(1 − ζ²) and q = ζ/(1 + γ). The constant terms require cZ = q(E + c²) and −cqZ = E − c². The second gives E = c²(1 − qζ) = γc², and the first then holds because q(1 + γ)c² = ζc² = cZ. Since σ·r̂ preserves the norm of χ,

q² = (1 − γ²)/(1 + γ)² = (1 − γ)/(1 + γ),

w = q²/(1 + q²) = (1 − γ)/2.

The spin is therefore ⟨S_z⟩ = ½ − (1 − γ)/3.

For Z = 80, γ = 0.8119 and w = 0.0940. The spin is 0.5000 − 0.0627 = 0.4373, the orbital part is 0.0627, and their sum is 0.5000. The untransformed spin operator is too large by 14% of the true value. For Z = 47 the excess is 0.0202, or 4.2%; for Z = 10 it is 0.0009, or 0.18%. These values refer to the Dirac equation with a fixed point nucleus; quantum electrodynamics, nuclear size and recoil are left out. They describe the innermost electron. For the valence s electron of a neutral atom w is much smaller: in a screened model potential for Z = 80 the 6s orbital has w of order 10⁻⁴, and the untransformed spin is too large by only about 0.01%.

**What each derivation assumes**

Both derivations need a separated electronic subspace and a well-defined canonical U. In a finite basis, the first excludes the eigenvalue −1 of M; the second requires the electronic subspace to project one-to-one onto the whole upper space. A purely lower electronic state would violate both conditions, since Λψ = ψ and βψ = −ψ give Mψ = −ψ.

The first derivation uses commutation with β and Λ. It needs no Hermiticity of A, and it shows that the whole of UAU† equals A. The second uses a Hermitian block-diagonal A that preserves the electronic subspace. It proves the statement for the upper block alone, but it does not depend on how the lower row of U is chosen, and it shows where the displaced angular momentum goes. Neither needs more of H than its division into electronic and negative-energy subspaces.

Both use the particular root R. If a further unitary v acts on the upper block, H remains decoupled, but the operator to be used becomes vav†. The bare a then remains correct if and only if v commutes with it. Take v to be a spin rotation by θ about x. It turns σ_z/2 into (σ_z cos θ − σ_y sin θ)/2, so J_z changes by an operator of norm

½√[(1 − cos θ)² + sin²θ] = sin(θ/2).

For θ = 0.3 this is 0.149, as the numerical output confirms. The energies are untouched, so correct energies do not show that the bare J_z may be used.

Both also rely on the symmetry of the potential. When the well is stretched along z, from range 4 to range 6, rotations about z and inversion remain symmetries, and J_z and Π still have no picture change within 10⁻⁹. Rotation about x is no longer a symmetry, and J_x acquires a change, of norm 0.0022 in this basis. In such a field the bare J_z remains exact, but the bare J_x does not. Its change begins only at order c⁻⁴, because the leading X = σ·p/(2mc) does not depend on V.

For several electrons, let the decoupling be a product of one-electron unitaries, each canonical for a potential V(r). In the transformation of a sum ΣJ(i), the factors belonging to the other electrons cancel, and the remaining factor leaves J(i) unchanged. The total J is then unaffected, and so is the product of the one-electron parities. The total L and S must still be transformed.

Numbers as computed

```
Gaussian well (hbar=m=c=1): depth 0.8, range 4.0
oscillator length 1.8, highest upper shell 6
matrix size: upper 168, lower 240
H coupling block norm before U: 1.7728
H coupling block norm after U: 6.8e-15
operator: norm of [U,A]; norm of picture change
  J_x: below 1e-9; below 1e-9
  J_z: below 1e-9; below 1e-9
  J^2: below 1e-9; below 1e-9
  beta*P: below 1e-9; below 1e-9
  L_z: 0.4887; 0.2429
  S_z: 0.4887; 0.2429
  L^2: 6.6943; 3.2010
  bare P: 1.0063; 0.5063
state: E-mc^2 (mc^2), w, bare S_z, true S_z, true L_z, J_z
  s1/2: -0.39314, 0.08224, 0.50000, 0.44517, 0.05483, 0.50000
  s1/2: true L^2 0.16449, true bare P 0.83551
  p1/2: -0.20521, 0.09257, -0.16667, -0.10495, 0.60495, 0.50000
  p3/2: -0.17663, 0.11096, 0.50000, 0.41123, 1.08877, 1.50000
extra spin rotation about x by 0.3 rad: change of J_z 0.1494
c=20: change of S_z 1.8455e-03, error of leading formula 1.083e-05
c=40: change of S_z 4.6339e-04, error of leading formula 6.802e-07
error ratio when c doubles: 15.922
well with range 6.0 along z: J_z, beta*P below 1e-9
  J_x: norm of [U,A] 1.585e-02, change 2.229e-03
fine-structure constant 0.007297353
1s ions, m_j=1/2: Z, gamma, w, true S_z, true L_z, J_z
  10, 0.997334, 0.001333, 0.499111, 0.000889, 0.500000
  47, 0.939344, 0.030328, 0.479781, 0.020219, 0.500000
  80, 0.811906, 0.094047, 0.437302, 0.062698, 0.500000
```
